\section*{Coulomb-metric density fitting bounds the direct RPA correlation energy from above, part 2}

How does density fitting change the direct RPA correlation energy? Atomic units are used, with energies in hartree ($E_h$). A closed-shell reference has fixed real orbitals $\phi_i$ (occupied), $\phi_a$ (virtual). For $N$ pairs $p=(i,a)$, $\rho_p=\phi_i\phi_a$, $\Delta_p=\epsilon_a-\epsilon_i>0$, $D=\mathrm{diag}(\Delta_p)$, $K_{pq}=2(\rho_p|\rho_q)$. The Coulomb form, with Fourier transforms $\hat u,\hat w$, is
\begin{equation}
(u|w)=\frac1{(2\pi)^3}\int\frac{4\pi}{k^2}\,\hat u^*(\mathbf k)\,\hat w(\mathbf k)\,d^3k .
\label{eq:fourier}
\end{equation}
The $N_{\rm aux}$ auxiliary functions $g_P$ give $J_{PQ}=(g_P|g_Q)$, $B_{Pp}=(g_P|\rho_p)$, $C=J^{-1}B$, $\tilde K=2B^TJ^{-1}B$. Residuals $r_p=\rho_p-\tilde\rho_p$, $\tilde\rho_p=\sum_Pg_PC_{Pp}$, are Coulomb-orthogonal to all $g_P$, so $\delta K_{pq}=K_{pq}-\tilde K_{pq}=2(r_p|r_q)$. $X\le Y$ means $Y-X$ is positive semidefinite. For nested spans, with $\eta_p=\tilde\rho_p^{(2)}-\tilde\rho_p^{(1)}$,
\begin{equation}
\big(\tilde K_2-\tilde K_1\big)_{pq}=2(\eta_p|\eta_q),\qquad 0\le\tilde K_1\le\tilde K_2\le K .
\label{eq:nested}
\end{equation}
For coupling $X$,
\begin{equation}
E[X]=\tfrac12\,\mathrm{Tr}\big(M_X^{1/2}-D-X\big),\qquad M_X=D^{1/2}(D+2X)D^{1/2}.
\label{eq:plasmon}
\end{equation}
$M_X$ has eigenvalues $\Omega_n^2$. RPA eigenvectors $(x,y)$, with $u=x+y$, $w=x-y$, obey
\begin{equation}
D\,w=\Omega\,u,\qquad (D+2X)\,u=\Omega\,w .
\label{eq:uw}
\end{equation}
With $G(\omega)=2D/(D^2+\omega^2)$, $Q_X=G^{1/2}XG^{1/2}$ and its descending eigenvalues $\lambda_k$,
\begin{align}
1+Q_X&=(D^2+\omega^2)^{-1/2}\big[D^2+\omega^2+2D^{1/2}XD^{1/2}\big](D^2+\omega^2)^{-1/2}\nonumber\\
&=(D^2+\omega^2)^{-1/2}\,(M_X+\omega^2)\,(D^2+\omega^2)^{-1/2}.
\label{eq:onepQ}
\end{align}
\begin{equation}
E[X]=\frac1{2\pi}\int_0^\infty\sum_{k=1}^Nf\big(\lambda_k(Q_X)\big)\,d\omega,\qquad f(\lambda)=\ln(1+\lambda)-\lambda .
\label{eq:freq}
\end{equation}
\begin{equation}
f'(\lambda)=\frac1{1+\lambda}-1=-\frac{\lambda}{1+\lambda},
\label{eq:fprime}
\end{equation}
For $0\le X\le Y$, some unit vector $x$ gives
\begin{equation}
0\le\lambda_k(Q_X)\le x^TQ_Xx\le x^TQ_Yx\le\lambda_k(Q_Y).
\label{eq:weyl}
\end{equation}
Hence $E[K]\le E[\tilde K]\le0$, also on a common positive-weight frequency grid. With $J=LL^T$, $W=\sqrt2\,L^{-1}B$,
\begin{equation}
E[\tilde K]=\frac1{2\pi}\int_0^\infty\big[\ln\det(1+WGW^T)-\mathrm{Tr}\,WGW^T\big]d\omega .
\label{eq:aux}
\end{equation}
For $I(a)=\int_0^\infty\ln[(\omega^2+a^2)/(\omega^2+b^2)]\,d\omega$, $a,b>0$,
\begin{equation}
I'(a)=\int_0^\infty\frac{2a}{\omega^2+a^2}\,d\omega=2\arctan(\omega/a)\Big|_0^\infty=\pi,
\label{eq:arctan}
\end{equation}
\begin{equation}
\frac1{2\pi}\int_0^\infty G_pG_q\,d\omega=\frac1{\Delta_p+\Delta_q}.
\label{eq:GG}
\end{equation}
Statement 4, still to be proved, uses $P_X=D^{1/2}M_X^{-1/2}D^{1/2}$ and $s(X)=\tfrac12\mathrm{Tr}[(1-P_X)\,\delta K]$:
\begin{equation}
0\le s(\tilde K)\le \tfrac12\big[s(\tilde K)+s(K)\big]\le E[\tilde K]-E[K]\le s(K).
\label{eq:bracket}
\end{equation}

\section{Size of the error}

Consider the path $X_\tau=\tilde K+\tau\,\delta K$, $0\le\tau\le1$, on which $X_\tau\ge0$. Write $e(\tau)=E[X_\tau]$, $\delta Q=G^{1/2}\delta K\,G^{1/2}\ge0$, $Q_\tau=Q_{\tilde K}+\tau\,\delta Q$ and $\Sigma_\tau=(1+Q_\tau)^{-1}$. From $\det(A+h\,\delta Q)=\det A\,\det(1+hA^{-1}\delta Q)=\det A\,[1+h\,\mathrm{Tr}A^{-1}\delta Q+O(h^2)]$ follows $\partial_\tau\ln\det(1+Q_\tau)=\mathrm{Tr}\,\Sigma_\tau\delta Q$. The integrand of $e(\tau)$ and its $\tau$ derivatives fall off at least as $\omega^{-4}$ uniformly in $\tau$, since each contains two or more factors of $G$, so derivatives may be taken under the integral. Using $\Sigma_\tau-1=-Q_\tau\Sigma_\tau$,
\begin{equation}
-e'(\tau)=\frac1{2\pi}\int_0^\infty\mathrm{Tr}\big[(1-\Sigma_\tau)\,\delta Q\big]d\omega=\frac1{2\pi}\int_0^\infty\mathrm{Tr}\big[Q_\tau\Sigma_\tau\,\delta Q\big]d\omega .
\label{eq:slope}
\end{equation}
The matrix $Q_\tau\Sigma_\tau$ has eigenvalues $\lambda/(1+\lambda)\ge0$. For $A,A'\ge0$, $\mathrm{Tr}AA'=\mathrm{Tr}A^{1/2}A'A^{1/2}\ge0$. Hence $e'\le0$ along the whole path, a second proof of the bound.

The frequency integral can be done in closed form. Cyclic invariance gives $\mathrm{Tr}[(1-\Sigma)\delta Q]=\mathrm{Tr}[(G-G^{1/2}\Sigma G^{1/2})\,\delta K]$. Inverting \eqref{eq:onepQ} and using $G^{1/2}(D^2+\omega^2)^{1/2}=(2D)^{1/2}$,
\begin{equation}
G^{1/2}\Sigma\,G^{1/2}=2D^{1/2}(M_X+\omega^2)^{-1}D^{1/2}.
\end{equation}
In the eigenbasis of $M_X$, \eqref{eq:arctan} gives $\frac1{2\pi}\int2/(\Omega^2+\omega^2)\,d\omega=1/(2\Omega)$, so this matrix integrates to $\tfrac12P_X$, while $\frac1{2\pi}\int G\,d\omega=\tfrac12$. Therefore $-e'(\tau)=s(X_\tau)$ with $s$ as in statement 4, and
\begin{equation}
1-P_X=\frac1\pi\int_0^\infty G^{1/2}Q_X(1+Q_X)^{-1}G^{1/2}\,d\omega\ \ge0\qquad(X\ge0).
\label{eq:oneminusP}
\end{equation}
$P_X$ is available from RPA eigenvectors. If $z_n$ are the orthonormal eigenvectors of $M_X$, then \eqref{eq:uw} is solved by $u_n=c\,D^{1/2}z_n$ and $w_n=c\,\Omega_nD^{-1/2}z_n$. The normalization $x^Tx-y^Ty=u^Tw=c^2\Omega_n=1$ fixes $c=\Omega_n^{-1/2}$, and $\sum_nu_nu_n^T=P_X$.

Differentiating $\Sigma_\tau(1+Q_\tau)=1$ gives $\partial_\tau\Sigma=-\Sigma\,\delta Q\,\Sigma$. With $H_\tau=\Sigma^{1/2}\delta Q\,\Sigma^{1/2}\ge0$ and $s(\tau)\equiv s(X_\tau)$, \eqref{eq:slope} yields
\begin{align}
s'(\tau)&=\frac1{2\pi}\int_0^\infty\mathrm{Tr}[\Sigma\,\delta Q\,\Sigma\,\delta Q]\,d\omega=\frac1{2\pi}\int_0^\infty\mathrm{Tr}H_\tau^2\,d\omega\ \ge0,\\
s''(\tau)&=-\frac{2}{2\pi}\int_0^\infty\mathrm{Tr}[(\Sigma\,\delta Q)^3]\,d\omega=-\frac1\pi\int_0^\infty\mathrm{Tr}H_\tau^3\,d\omega\ \le0 .
\end{align}
The factor 2 arises because either $\Sigma$ can be differentiated and both terms have the same trace. The error is $E[\tilde K]-E[K]=e(0)-e(1)=\int_0^1s\,d\tau$. As $s$ is non-negative and non-decreasing, the error lies between $s(0)=s(\tilde K)$ and $s(1)=s(K)$. Two integrations by parts sharpen the lower end:
\begin{align}
\int_0^1\tau(1-\tau)s''d\tau&=-\int_0^1(1-2\tau)s'\,d\tau=-\big[(1-2\tau)s\big]_0^1-2\int_0^1s\,d\tau\nonumber\\
&=s(0)+s(1)-2\int_0^1s\,d\tau .
\end{align}
Solving for the integral of $s$,
\begin{equation}
E[\tilde K]-E[K]=\tfrac12\big[s(\tilde K)+s(K)\big]-\tfrac12\int_0^1\tau(1-\tau)s''d\tau .
\label{eq:trap}
\end{equation}
The last term is non-negative and of third order in $\delta K$. This completes \eqref{eq:bracket}.

Two cruder bounds show the orders. Since $P_K>0$, $s(K)=\tfrac12\mathrm{Tr}\,\delta K-\tfrac12\mathrm{Tr}P_K\delta K\le\tfrac12\mathrm{Tr}\,\delta K=\sum_p(r_p|r_p)$: the error is at most linear in $\delta K$ and so quadratic in the residual densities. For the width of the bracket, in the eigenbasis of $Q_\tau$ one has $\mathrm{Tr}H^2=\sum_{kl}\delta Q_{kl}^2/[(1+\lambda_k)(1+\lambda_l)]\le\mathrm{Tr}\,\delta Q^2=\sum_{pq}G_pG_q\,\delta K_{pq}^2$, and \eqref{eq:GG} gives
\begin{equation}
s(K)-s(\tilde K)=\int_0^1s'd\tau\le\sum_{pq}\frac{\delta K_{pq}^2}{\Delta_p+\Delta_q},
\end{equation}
where the right-hand side is second order in $\delta K$ and grows when gaps are small. The width itself need not grow, since it never exceeds $s(K)\le\tfrac12\mathrm{Tr}\,\delta K$. The bracket needs $\delta K$. When four-index integrals are unavailable, \eqref{eq:nested} allows the same formulas with a larger nested set $\tilde K_2$ in place of $K$. They then bracket $E[\tilde K_1]-E[\tilde K_2]$, which is itself a lower bound on $E[\tilde K_1]-E[K]$.

\section{Where the bound fails}
\label{sec:limits}

For a single pair, \eqref{eq:plasmon} reads
\begin{equation}
E(X)=\tfrac12\Big[\sqrt{\Delta(\Delta+2X)}-\Delta-X\Big],\qquad \frac{dE}{dX}=\tfrac12\Big[\sqrt{\frac{\Delta}{\Delta+2X}}-1\Big],
\label{eq:onemode}
\end{equation}
defined for $X>-\Delta/2$. It has its maximum $E=0$ at $X=0$ and falls on both sides.

\subsection{Coefficients from another metric}

Let $C_S=C+F$ be any other coefficients, for example the overlap fit $C_S=S^{-1}T$ with $S_{PQ}=\int g_Pg_Q$ and $T_{Pp}=\int g_P\rho_p$. The Gram matrix of the fitted densities is
\begin{equation}
K_S=2C_S^TJC_S=\tilde K+2\big(F^TJC+C^TJF\big)+2F^TJF .
\end{equation}
It is positive semidefinite, but the term linear in $F$ has no fixed sign and the quadratic term is positive semidefinite, so $K_S\le K$ can fail.

A solvable case has one density $\rho=q\,g_a$ and one auxiliary function $g_b$, with $g_a=N_az\,e^{-ar^2}$ normalized, both at the origin. From $\int z^2e^{-\gamma r^2}d^3r=\pi^{3/2}/(2\gamma^{5/2})$ follow $N_a^2=2(2a)^{5/2}/\pi^{3/2}$ and
\begin{equation}
S_{ab}=N_aN_b\frac{\pi^{3/2}}{2(a+b)^{5/2}}=\frac{(2a)^{5/4}(2b)^{5/4}}{(a+b)^{5/2}}=\Big[\frac{4ab}{(a+b)^2}\Big]^{5/4}.
\end{equation}
The transform of $e^{-ar^2}$ is $(\pi/a)^{3/2}e^{-k^2/4a}$, and multiplication by $z$ acts as $i\,\partial/\partial k_z$, so $\hat g_a=-iN_a(k_z/2a)(\pi/a)^{3/2}e^{-k^2/4a}$. In \eqref{eq:fourier} the angular mean of $k_z^2/k^2$ is $1/3$, and with $\gamma=(a+b)/4ab$,
\begin{align}
(g_a|g_b)&=\frac{4\pi}{(2\pi)^3}\,\frac{N_aN_b\,\pi^3}{4(ab)^{5/2}}\,\frac13\Big(\frac\pi\gamma\Big)^{3/2}=\frac{N_aN_b\,\pi^{5/2}}{3ab\,(a+b)^{3/2}}\nonumber\\
&=\frac{2^{7/2}\pi}{3}\,\frac{(ab)^{1/4}}{(a+b)^{3/2}},
\end{align}
where $N_aN_b=2^{7/2}(ab)^{5/4}\pi^{-3/2}$ was used. Setting $b=a$ gives $(g_a|g_a)=4\pi/3a$. With $t=b/a$, $K=2q^2(g_a|g_a)$, $\tilde K=2q^2(g_a|g_b)^2/(g_b|g_b)$ and $K_S=2q^2S_{ab}^2(g_b|g_b)$,
\begin{align}
\frac{\tilde K}{K}&=\frac{2^7\pi^2}{9}\frac{(ab)^{1/2}}{(a+b)^3}\,\frac{9ab}{16\pi^2}=t^{3/2}\Big(\frac2{1+t}\Big)^3,\\
\frac{K_S}{K}&=\frac{1}{t}\Big[\frac{4t}{(1+t)^2}\Big]^{5/2}=\frac{32\,t^{3/2}}{(1+t)^5}.
\end{align}
At $t=1$ the logarithmic derivatives are $\tfrac32-\tfrac32=0$ for $\tilde K/K$ and $\tfrac32-\tfrac52=-1$ for $K_S/K$. The Coulomb fit errs at second order in $1-t$, while the overlap fit errs at first order and overshoots for a slightly more diffuse auxiliary function, whose Coulomb self-energy $4\pi/3b$ is larger.

Take $a=1.0$ and $b=0.5$ bohr$^{-2}$, $q=0.2$, $\Delta=1.0\,E_h$. Then $K=0.33510$, $\tilde K=0.28083$ and $K_S=0.49926\,E_h$, with ratios $0.8381$ and $1.4899$. Equation \eqref{eq:onemode} gives
\begin{align}
E(K)&=\tfrac12\big[\sqrt{1.67020}-1.33510\big]E_h=-21.369\ \mathrm{m}E_h,\nonumber\\
E(\tilde K)&=\tfrac12\big[\sqrt{1.56166}-1.28083\big]E_h=-15.583\ \mathrm{m}E_h,\nonumber\\
E(K_S)&=\tfrac12\big[\sqrt{1.99852}-1.49926\big]E_h=-42.785\ \mathrm{m}E_h,\nonumber
\end{align}
the square roots being $1.292362$, $1.249664$ and $1.413690$. The Coulomb fit lies above the exact value and the overlap fit below it.

\subsection{A matrix below $K$ that is not positive}

The robust combination removes the term linear in $F$. With $B=JC$ and $F=C_S-C$,
\begin{align}
K_R&=2\big(C_S^TB+B^TC_S-C_S^TJC_S\big)=2\big(C_S^TJC+C^TJC_S-C_S^TJC_S\big)\nonumber\\
&=2C^TJC-2(C_S-C)^TJ(C_S-C)=\tilde K-2F^TJF .
\end{align}
So $K_R\le\tilde K\le K$, but positivity can be lost. If $N_{\rm aux}<N$ there are vectors $x\neq0$ with $Bx=0$, hence $Cx=0$, and $x^TK_Rx=-2(C_Sx)^TJ(C_Sx)$, which is negative whenever $C_Sx\ne0$. The ordering $\lambda_k(Q_{K_R})\le\lambda_k(Q_K)$ still holds, but by \eqref{eq:fprime} $f$ increases on $(-1,0)$, so lowering a negative eigenvalue lowers the energy. If an eigenvalue passes $-1$, \eqref{eq:onepQ} shows that $M$ is no longer positive and the energy is undefined. For $\Delta=1.0\,E_h$, $K=0.1\,E_h$ and $K'=-0.2\,E_h<K$, \eqref{eq:onemode} gives $E(K)=\tfrac12[\sqrt{1.2}-1.1]E_h=-2.277$ m$E_h$ and $E(K')=\tfrac12[\sqrt{0.6}-0.8]E_h=-12.702$ m$E_h$. The order $K'\le K$ is therefore not sufficient. A robust fit obeys the bound whenever $K_R\ge0$ can be verified. Local fits, in which each pair has its own auxiliary subset, amount to a particular $C_S$ in the union of the subsets and fall under this subsection or the preceding one.

\subsection{Other parts of the energy}

For the same orbitals, the Hartree energy is $E_J=2\sum_{ij}(ii|jj)=\tfrac12(n|n)$ with $n=2\sum_i\phi_i^2$, and the exchange energy is $E_X=-\sum_{ij}(ij|ij)$. The fit is linear, so $\tilde E_J=\tfrac12(\tilde n|\tilde n)$, and the projection identity gives $\tilde E_J-E_J=-\tfrac12(r_n|r_n)\le0$ and $\tilde E_X-E_X=+\sum_{ij}(r_{ij}|r_{ij})\ge0$. The two errors have opposite signs, so the argument gives no sign for the error of the total energy. If the orbitals come from a self-consistent calculation with fitted integrals, $D$ and $\rho_p$ differ from those of the unfitted calculation. The theorem then holds only against the unfitted RPA energy of the fitted-SCF orbitals. A vanishing gap, for which $G(0)$ is unbounded, and complex Bloch orbitals lie outside the assumptions made here.

\section{Worked example: Li$_2$}

The molecule is taken at the round distance $5.0$ bohr, with PBE orbitals in the cc-pVDZ basis from unfitted integrals ($E_{\rm PBE}=-14.952347\,E_h$) and all electrons correlated. There are 28 orbitals, 3 occupied, so $N=3\times25=75$. The gaps run from $0.05343$ to $2.60897\,E_h$, and the eigenvalues of $K$ from $2.37\times10^{-8}$ to $0.11592\,E_h$. The largest eigenvalue of $Q_K(0)$ is $2.5363$, outside the radius of convergence of the series for $f$. The spin-orbital eigenproblem, formula \eqref{eq:plasmon} and formula \eqref{eq:freq} on an 80-point grid all give
\begin{equation}
E[K]=-62.955289\ \mathrm{m}E_h=-1713.10\ \mathrm{meV}.
\end{equation}
The digits serve the comparison of fitting errors for one fixed set of orbitals and are not converged properties of Li$_2$. A finer exchange-correlation grid in the PBE calculation (unpruned $99\times590$) shifts $E[K]$ by $-5\times10^{-5}$ m$E_h$ and the fitting errors below by at most $4\times10^{-5}$ m$E_h$. The orbital basis matters far more. $E[K]$ becomes $-118.9$ m$E_h$ in cc-pVTZ and $-187.3$ m$E_h$ in cc-pCVDZ, and the errors of the two largest auxiliary sets below change from $0.373$ and $0.034$ m$E_h$ to $2.34$ and $0.27$ m$E_h$ in cc-pVTZ and to $0.43$ and $0.089$ m$E_h$ in cc-pCVDZ. Apart from these shifts, the numbers in this section are printed by the numerical check or follow from its output by simple arithmetic.

The auxiliary sets have eight exponents per angular momentum on each atom, from $0.05$ to $109.35$ bohr$^{-2}$ in ratio 3, for $l\le l_{\max}$. They are nested, and the condition number of $J$ stays between $3.8\times10^5$ and $4.1\times10^5$. The program tests $J$ for the $s$ set against \eqref{eq:fourier}, with a largest deviation of $1.5\times10^{-14}$ relative to $(J_{PP}J_{QQ})^{1/2}$. For every set it tests $\tilde K\ge0$, $\delta K\ge0$ and \eqref{eq:nested} to $10^{-8}E_h$, the ordering \eqref{eq:weyl} and the inequality of the integrands at each of the 80 frequencies, the form \eqref{eq:aux}, and $P_X\le1$. It tests $s(\tilde K)$ and $s(K)$ against finite differences and against \eqref{eq:slope}, and the error against these two outer limits. The smallest eigenvalues of $\delta K$ are $1.3\times10^{-8}$, $6.1\times10^{-9}$, $5.0\times10^{-10}$ and $2.0\times10^{-10}\,E_h$, none negative. Energies in the tables are in m$E_h$, and errors are relative to $E[K]$.

\begin{center}
\begin{tabular}{ccccc}
$l_{\max}$ & $N_{\rm aux}$ & $E[\tilde K]$ & error & error$/|E[K]|$\\
0 & 16 & $-15.96591$ & $46.98938$ & $74.6\,\%$\\
1 & 64 & $-54.69527$ & $8.26001$ & $13.1\,\%$\\
2 & 144 & $-62.58244$ & $0.37285$ & $0.59\,\%$\\
3 & 256 & $-62.92129$ & $0.03400$ & $0.054\,\%$
\end{tabular}
\end{center}
For the largest set, $-62.92129-(-62.95529)=0.03400$ m$E_h=0.925$ meV. For $l_{\max}=2$ the error is $10.146$ meV. The energies fall monotonically toward $E[K]$ from above.

\begin{center}
\begin{tabular}{ccccc}
$l_{\max}$ & $s(\tilde K)$ & mean & $s(K)$ & $\mathrm{Tr}\,\delta K$\\
0 & $4.68639$ & $39.69$ & $74.69988$ & $844.6$\\
1 & $3.85112$ & $8.081$ & $12.31111$ & $257.0$\\
2 & $0.36838$ & $0.37285$ & $0.37731$ & $7.649$\\
3 & $0.03397$ & $0.03400$ & $0.03403$ & $0.8476$
\end{tabular}
\end{center}
The mean of the two slopes lies below the error for $l_{\max}=0$ and $1$, as \eqref{eq:trap} requires, and agrees with it to one unit of the last printed digit for $l_{\max}=2$ and $3$, for instance $\tfrac12(0.36838+0.37731)=0.372845$ against an error of $0.37285$. The width of the bracket is about $0.0089$ m$E_h$ for $l_{\max}=2$ and $0.00006$ m$E_h$ for $l_{\max}=3$. Between these two sets the largest eigenvalue of $\delta K$ drops from $1.549\times10^{-3}$ to $1.266\times10^{-4}\,E_h$, a factor 12.2 whose square is about 150, and the width drops by a similar factor, known only to the single printed digit. This is consistent with second-order behaviour but does not establish it: the bound on the width is a gap-weighted sum of squares of $\delta K$, and $\mathrm{Tr}\,\delta K$ drops only by a factor $9.0$, whose square is about 81. The ratio of the error to $\mathrm{Tr}\,\delta K$ is $0.056$, $0.032$, $0.049$ and $0.040$, far below the bound $\tfrac12$, which is therefore a poor estimate of the error in this system.

Symmetry contributes to the wide brackets of the small sets. In the configuration $1\sigma_g^21\sigma_u^22\sigma_g^2$ all occupied orbitals are axially symmetric, so $\rho_{ia}$ has the axial quantum number $|m|$ of $\phi_a$, at most 2 in this basis. $D$, $K$ and $\tilde K$ are block diagonal in $|m|$, and auxiliary functions on the axis have $|m|\le l_{\max}$. A block with $|m|>l_{\max}$ has $B=0$, so $Q_{\tilde K}=0$ there and \eqref{eq:slope} gives it no share in $s(\tilde K)$, although its whole correlation energy is missing from $E[\tilde K]$. This applies to $|m|=1,2$ for $l_{\max}=0$ and to $|m|=2$ for $l_{\max}=1$. The program does not separate the error by block, so the fraction due to this mechanism is not determined.

The order is not elementwise: $\max_{pq}(|\tilde K_{pq}|-|K_{pq}|)$ is positive for all four sets, falling from $9.92\times10^{-3}$ to $2.48\times10^{-5}\,E_h$.

On a 6-point grid the unfitted energy is $-62.776670$ m$E_h$, and the fitted energies lie above it, as tested, by $46.72624$, $8.25078$, $0.37268$ and $0.03396$ m$E_h$. The last value is $-62.74271+62.77667$. The quadrature error relative to the converged value for the same matrix is $-62.776670+62.955289=+0.179$ m$E_h$ for $K$ and $-16.05043+15.96591=-0.085$ m$E_h$ for the $s$ set, so it has both signs. For $K$ it is about five times the fitting error of the largest set, which shows why the comparison must use a common grid.

\begin{center}
\begin{tabular}{cccc}
$l_{\max}$ & $E[K_S]-E[K]$ & $\lambda_{\min}(K-K_S)/E_h$ & $\lambda_{\min}(K_R)/E_h$\\
0 & $+46.206$ & $-8.23\times10^{-3}$ & $-1.31\times10^{-2}$\\
1 & $+6.584$ & $-3.56\times10^{-3}$ & $-1.32\times10^{-3}$\\
2 & $-0.419$ & $-1.64\times10^{-3}$ & $-4.15\times10^{-7}$\\
3 & $-0.505$ & $-1.76\times10^{-3}$ & $-5.78\times10^{-7}$
\end{tabular}
\end{center}
The overlap fit exceeds $K$ in some direction for every set, and the energy bound is broken in the molecule as well as in the model: $E[K_S]=-63.37393$ and $-63.46012$ m$E_h$ for $l_{\max}=2$ and $3$ lie below $E[K]$. Adding the $f$ functions moves the overlap-fit energy further from $E[K]$, to an error about 15 times that of the Coulomb fit in magnitude. No ordering of $K_S$ for nested sets has been derived, so nothing requires this energy to approach $E[K]$ monotonically. The robust matrix satisfies $K_R\le K$ in the tests but has negative eigenvalues, sizeable for the two small sets. Its energy was not computed, so no violation of the energy bound by $K_R$ is claimed for this molecule.

The Hartree errors are negative and the exchange errors positive for all sets, as tested. For $l_{\max}=0$ they are $-12.6228$ and $+7.0981$ m$E_h$, with sum $-5.5247$ m$E_h$, and for $l_{\max}=3$ they are $-0.0071$ and $+0.0049$ m$E_h$, with sum $-0.0022$ m$E_h$. The sum is negative for all four sets and opposes the correlation error. For $l_{\max}=3$ the combined error is $0.0340-0.0022=+0.0318$ m$E_h$, and this positive sign is a property of the example that the theorem does not guarantee.

\section*{Calculated quantities}
\begin{verbatim}
Li2 R = 5.0 bohr, nao = 28, nocc = 3, pairs = 75
E(PBE/cc-pVDZ) = -14.952347 Eh
gap min = 0.05343 Eh, gap max = 2.60897 Eh
eig K: min = 2.37e-08 Eh, max = 0.11592 Eh
max eig Q(w=0) = 2.5363 (dimensionless)
E[K] spin-orbital eigenproblem = -62.955289 mEh
E[K] singlet plasmon formula   = -62.955289 mEh = -1713.10 meV
E[K] 80-point frequency grid   = -62.955289 mEh
E[K] 6-point frequency grid    = -62.776670 mEh
aux exponents 0.05 ... 109.35 bohr^-2, ratio 3, 8 per l
Fourier test of J, largest relative deviation = 1.5e-14
--- lmax = 0, naux = 16, cond(J) = 3.8e+05
eig(K-Kfit): min 1.3e-08, max 1.111e-01, trace 8.446e-01 Eh
E[Kfit] = -15.96591 mEh, error = 46.98938 mEh = 1278.646 meV
bracket s(Kfit) = 4.68639, s(K) = 74.69988 mEh
6-point grid E[Kfit] = -16.05043 mEh; max(|Kfit|-|K|) = 9.92e-03 Eh
overlap fit: E = -16.74916 mEh, min eig(K-KS) = -8.23e-03 Eh
robust overlap fit: min eig KR = -1.31e-02 Eh
Hartree err -12.6228, exchange err 7.0981, sum -5.5247 mEh
--- lmax = 1, naux = 64, cond(J) = 3.9e+05
eig(K-Kfit): min 6.1e-09, max 3.777e-02, trace 2.570e-01 Eh
E[Kfit] = -54.69527 mEh, error = 8.26001 mEh = 224.766 meV
bracket s(Kfit) = 3.85112, s(K) = 12.31111 mEh
6-point grid E[Kfit] = -54.52589 mEh; max(|Kfit|-|K|) = 8.89e-04 Eh
overlap fit: E = -56.37175 mEh, min eig(K-KS) = -3.56e-03 Eh
robust overlap fit: min eig KR = -1.32e-03 Eh
Hartree err -0.1833, exchange err 0.1006, sum -0.0827 mEh
--- lmax = 2, naux = 144, cond(J) = 4.0e+05
eig(K-Kfit): min 5.0e-10, max 1.549e-03, trace 7.649e-03 Eh
E[Kfit] = -62.58244 mEh, error = 0.37285 mEh = 10.146 meV
bracket s(Kfit) = 0.36838, s(K) = 0.37731 mEh
6-point grid E[Kfit] = -62.40399 mEh; max(|Kfit|-|K|) = 1.08e-04 Eh
overlap fit: E = -63.37393 mEh, min eig(K-KS) = -1.64e-03 Eh
robust overlap fit: min eig KR = -4.15e-07 Eh
Hartree err -0.0145, exchange err 0.0103, sum -0.0041 mEh
--- lmax = 3, naux = 256, cond(J) = 4.1e+05
eig(K-Kfit): min 2.0e-10, max 1.266e-04, trace 8.476e-04 Eh
E[Kfit] = -62.92129 mEh, error = 0.03400 mEh = 0.925 meV
bracket s(Kfit) = 0.03397, s(K) = 0.03403 mEh
6-point grid E[Kfit] = -62.74271 mEh; max(|Kfit|-|K|) = 2.48e-05 Eh
overlap fit: E = -63.46012 mEh, min eig(K-KS) = -1.76e-03 Eh
robust overlap fit: min eig KR = -5.78e-07 Eh
Hartree err -0.0071, exchange err 0.0049, sum -0.0022 mEh
--- p model: a = 1.0, b = 0.5 bohr^-2, q = 0.2, gap = 1.0 Eh
K = 0.33510, Kfit = 0.28083, KS = 0.49926 Eh
Kfit/K = 0.8381, KS/K = 1.4899
E[K] = -21.369, E[Kfit] = -15.583, E[KS] = -42.785 mEh
--- sign model: gap = 1.0 Eh, K = 0.1 Eh, K' = -0.2 Eh
E[K] = -2.277 mEh, E[K'] = -12.702 mEh
\end{verbatim}
